# Steady Compound Coverage of a Reactively Sputtered Target in Berg's Model

## 1. A case that can be counted by hand

A metal target is struck by inert ions and by molecules of a reactive gas. Suppose that every molecule striking bare metal reacts and turns one surface site into compound. Suppose also that every ion striking compound removes it from one site and leaves bare metal there. Let two molecules arrive for each ion.

Call the covered fraction of the sites $\theta$. Per ion, the two molecules create $2(1-\theta)$ covered sites on average, because the share $1-\theta$ of them meets metal. The ion removes $\theta$ covered sites on average. The coverage is steady when

$$2(1-\theta)=\theta ,\qquad\text{so}\qquad \theta=\tfrac23 .$$

As a check, take 600 molecules and 300 ions. One third of the molecules, 200, meet metal and create 200 covered sites. Two thirds of the ions, also 200, meet compound and remove 200.

The gas arrives twice as fast as the ions, yet the target is not fully covered. As compound spreads, fewer molecules find metal and more ions find compound. Both changes oppose further growth. The general result needs the same count, with the actual fluxes and probabilities put in.

## 2. The model and its quantities

The metal is M, the gas molecule is $\mathrm{X}_a$ and the surface compound is $\mathrm{MX}_b$. The surface has $n_s$ metal sites per unit area, and $\theta$ is the fraction of them in compound form, also called the poisoned fraction here. One reacting molecule brings $a$ atoms and one site needs $b$, so it converts on average

$$g=\frac ab$$

sites. For a diatomic gas, $g=2$ if the compound is MX and $g=1$ if it is MX$_2$. When atoms from different molecules must combine to complete a site, $g$ is a stoichiometric mean, and the number of incomplete sites is taken to be negligible.

The other quantities are:

- $F$, the number of reactive molecules striking unit area per unit time;
- $\alpha$, the probability that a molecule striking bare metal reacts;
- $J$, the current density carried by singly charged inert ions, so that the ion flux is $\Gamma=J/e$;
- $Y_c$, the mean number of metal atoms removed in compound form per ion striking compound;
- $Y_m$, the mean number of metal atoms removed per ion striking bare metal.

The assumptions are these. Both fluxes are uniform over the target. Molecules do not react on compound. The compound is one layer thick, so its removal exposes metal. The coefficients $\alpha$, $Y_c$ and $Y_m$ do not depend on $\theta$. Implantation, reactive-gas ions, mixing of atoms into the target by ion impact, redeposition and thermal desorption are neglected.

The current in $J$ excludes secondary electrons. If each ion releases $\gamma$ electrons, the total current density at the target is $J(1+\gamma)$, and it must be divided by $1+\gamma$ before use here. If $\gamma$ differs between metal and compound, a fixed total current makes $J$ depend on $\theta$. The steady equation below must then be solved together with that dependence.

Finally, the partial pressure $p$ of the reactive gas is prescribed. If the gas supply is prescribed instead, $p$ is an unknown, and a gas balance for the whole chamber is needed to find it.

## 3. How many molecules arrive

Let the gas have temperature $T$, molecular mass $m$ and number density $n=p/(k_BT)$. The velocity component $v$ towards the target has the Maxwell distribution

$$f(v)=\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mv^2/(2k_BT)} .$$

Molecules with component $v>0$ that lie within a distance $v\,dt$ of the surface reach it during $dt$. The flux is therefore

$$F=n\int_0^\infty v f(v)\,dv .$$

The lower limit is zero because molecules moving away do not strike. The integrand has an elementary antiderivative:

$$\int_0^\infty v\,e^{-mv^2/(2k_BT)}dv
=\left[-\frac{k_BT}{m}e^{-mv^2/(2k_BT)}\right]_0^\infty=\frac{k_BT}{m}.$$

Inserting this and the density gives

$$F=\frac{p}{k_BT}\sqrt{\frac{m}{2\pi k_BT}}\,\frac{k_BT}{m}
=\frac{p}{\sqrt{2\pi mk_BT}} .$$

At fixed pressure a hotter gas delivers fewer molecules: the density falls as $1/T$, while the mean speed grows only as $\sqrt T$.

## 4. The two rates

**Formation.** Of the $F$ molecules, the share $1-\theta$ meets metal. The share $\alpha$ of those reacts, and each reacting molecule converts $g$ sites. The gain of covered sites per area and time is

$$R_+=g\alpha F(1-\theta).$$

**Removal.** Of the $\Gamma$ ions, the share $\theta$ meets compound, and each of these opens $Y_c$ sites on average. The loss is

$$R_-=\Gamma Y_c\theta=\frac{J}{e}Y_c\theta .$$

Ions that strike bare metal remove metal atoms, but they expose more metal. They leave $\theta$ unchanged, which is why $Y_m$ is absent from the balance.

Since $n_s\theta$ is the number of covered sites per area,

$$n_s\frac{d\theta}{dt}=g\alpha F(1-\theta)-\frac{J}{e}Y_c\theta. \tag{1}$$

## 5. Does the arrangement of the compound matter?

Compound may form patches, particularly if the second atom of a molecule settles near the first. To see whether this affects Eq. (1), consider a target of $N$ sites and area $S=N/n_s$, with $k$ sites covered. An impact at a random place meets compound with probability $k/N$, wherever those $k$ sites lie. Averaging over many histories, written $\langle\cdot\rangle$, gives

$$\frac{d\langle k\rangle}{dt}
=g\alpha FS\left(1-\frac{\langle k\rangle}{N}\right)
-\Gamma S Y_c\frac{\langle k\rangle}{N}.$$

Division by $S$, with $N/S=n_s$ and $\theta=\langle k\rangle/N$, returns Eq. (1). No product such as $\langle k^2\rangle$ occurs, because each rate is linear in $k$. Hence no assumption of random mixing is needed for the mean, provided every reacting molecule converts $g$ sites, however far away the other bare sites lie.

There are small exceptions when very few bare or very few covered sites remain. For integer $g>1$, a molecule may react when only $j<g$ bare sites remain. It then converts $j$ sites, not $g$. In such a state the gain per area has been overstated by

$$\alpha F\,\frac{j}{N}(g-j)\le \frac{\alpha F g^2}{4N},$$

since $j(g-j)$ is largest at $j=g/2$. Likewise, if one ion can open up to $h>1$ sites, it cannot open more than the $k$ that are covered. When $k<h$, the loss per area is overstated by at most $\Gamma(k/N)(h-k)\le\Gamma h^2/(4N)$. Both upper bounds fall as $1/N$, so the corrections are negligible for a large target.

The argument does rest on constant coefficients. If one ion opens several neighbouring sites, for example, the number opened could depend on whether those neighbours are covered. Treating $Y_c$ as constant excludes that effect. The same holds for $g$ and $\alpha$. If the second atom can reach only neighbouring sites, or if dissociation needs two adjacent bare sites, the formation rate depends on the arrangement and falls below $R_+$ by an amount that does not vanish for a large target. For a required bare pair and randomly mixed sites, $1-\theta$ in $R_+$ is replaced by $(1-\theta)^2$. With the parameters of Section 10 this gives a steady coverage of about 0.46 instead of 0.61.

## 6. The steady poisoned fraction

Set the left side of Eq. (1) to zero and call the solution $\theta_s$:

$$g\alpha F(1-\theta_s)=\frac{J}{e}Y_c\theta_s .$$

Multiply out the left side and collect the terms in $\theta_s$:

$$g\alpha F=\left(g\alpha F+\frac{J}{e}Y_c\right)\theta_s .$$

Division by the bracket, which is positive whenever at least one process acts, gives

$$\boxed{\;\theta_s=\frac{g\alpha F}{g\alpha F+JY_c/e}\;} \tag{2}$$

The site density has cancelled, because a steady state compares two rates and does not ask how many sites must be filled. In the opening case $g=\alpha=Y_c=1$ and $F=2\Gamma$, and Eq. (2) gives $2/(2+1)=2/3$.

To display the pressure, insert $F$ and multiply numerator and denominator by $\sqrt{2\pi mk_BT}/(g\alpha)$:

$$\theta_s=\frac{p}{p+p_h},\qquad
p_h=\frac{JY_c}{eg\alpha}\sqrt{2\pi mk_BT}. \tag{3}$$

At $p=p_h$ the coverage is one half. A larger current or a larger compound yield raises $p_h$, since more gas is then needed to keep pace with sputtering. A larger $\alpha$ or $g$ lowers it.

Because $p_h$ is proportional to $J$, pressure and current enter through the ratio $p/J$. Doubling both leaves $\theta_s$ unchanged, provided $\alpha$, $Y_c$ and $T$ do not change.

## 7. Approach to the steady state

A balance point is useful if the surface moves towards it. Write

$$A=g\alpha F,\qquad B=\frac{J}{e}Y_c,$$

so that $\theta_s=A/(A+B)$. Equation (1) becomes

$$n_s\frac{d\theta}{dt}=A-(A+B)\theta=-(A+B)(\theta-\theta_s).$$

The last form follows from $A=(A+B)\theta_s$. With $p$ and $J$ held constant, the deviation $\theta-\theta_s$ decays at a rate proportional to itself. For an initial coverage $\theta_0$,

$$\theta(t)=\theta_s+(\theta_0-\theta_s)e^{-t/\tau},\qquad
\tau=\frac{n_s}{A+B}. \tag{4}$$

Clean and fully covered targets thus reach the same state. At prescribed pressure the model has one steady coverage, and it is stable. This conclusion does not carry over automatically to a chamber with prescribed gas supply, where $p$ may change as $\theta$ changes.

Here $n_s$ does matter: more sites take longer to fill or empty. Formation and removal both shorten $\tau$. If the ion current is switched off, $B=0$ and any positive gas flux eventually covers the surface, with $\tau=n_s/A$. If the gas is switched off, $A=0$ and the ions clean it, with $\tau=n_s/B$. If both are off, $\theta$ stays at its initial value.

## 8. Low pressure, high pressure and sensitivity

For $p\ll p_h$, the denominator of Eq. (3) is nearly $p_h$, and to leading order

$$\theta_s\approx\frac{p}{p_h}.$$

Almost every molecule then meets bare metal, so coverage grows in proportion to the supply. The approximation exceeds the full result by the relative amount $p/p_h$, because $(p/p_h)/\theta_s=1+p/p_h$.

For $p\gg p_h$, it is better to follow the bare fraction:

$$1-\theta_s=\frac{p_h}{p+p_h}\approx\frac{p_h}{p}.$$

Bare sites are now opened at a nearly constant total rate, while each bare site is refilled at a rate proportional to $p$. The approximation exceeds the full bare fraction by the relative amount $p_h/p$. At finite pressure and nonzero sputtering, some metal remains exposed.

Between these limits, differentiate Eq. (3):

$$p\frac{d\theta_s}{dp}
=p\,\frac{(p+p_h)-p}{(p+p_h)^2}
=\frac{p}{p+p_h}\,\frac{p_h}{p+p_h}
=\theta_s(1-\theta_s).$$

The response to a small relative change of pressure is greatest at half coverage, where the product is $1/4$. Solving Eq. (3) for the pressure gives

$$p=p_h\frac{\theta_s}{1-\theta_s}. \tag{5}$$

Coverage of 10 % needs $p_h/9$, and coverage of 90 % needs $9p_h$. The pressure must rise by a factor of 81 between them. At prescribed pressure, therefore, the change from metal to compound is gradual in this one-layer model. A real target with implantation need not follow this rule (Section 12).

## 9. What the coverage does to erosion and gas uptake

An ion meets metal with probability $1-\theta_s$ and compound with probability $\theta_s$. The mean number of metal atoms removed per ion is

$$\bar Y=Y_m(1-\theta_s)+Y_c\theta_s
=Y_m-(Y_m-Y_c)\theta_s. \tag{6}$$

If $Y_c<Y_m$, poisoning slows the erosion of metal. If the yields were equal, coverage would leave the metal erosion rate unchanged.

The target takes up $U=\alpha F(1-\theta_s)$ molecules per area and time. The steady balance lets this be written as

$$U=\alpha F(1-\theta_s)=\frac{J}{e}\frac{Y_c}{g}\theta_s .$$

The right side is the rate at which reactive gas leaves the target again within sputtered compound, counted in molecules. The target stores no further gas in the steady state, but it still consumes gas from the chamber and sends it out bound to metal. The uptake rises with pressure towards the limit $JY_c/(eg)$, although the fraction of arriving molecules that react, $\alpha(1-\theta_s)$, falls.

## 10. Worked example

Take molecular nitrogen and a model metal that forms a mononitride MN, so $a=2$, $b=1$ and $g=2$. The chosen round parameters are

$$p=0.020\ \mathrm{Pa},\quad T=300\ \mathrm K,\quad J=200\ \mathrm{A\,m^{-2}},$$

$$\alpha=0.50,\quad Y_c=0.30,\quad Y_m=1.50,\quad n_s=1.0\times10^{19}\ \mathrm{m^{-2}}.$$

With the rounded mass 28 u, $m=4.6495\times10^{-26}$ kg (the actual 28.013 u lowers $F$ by 0.02 % and $\theta_s$ by about 0.0001), the root in the flux formula is $3.4785\times10^{-23}\ \mathrm{kg\,m\,s^{-1}}$. Hence

$$F=\frac{0.020}{3.4785\times10^{-23}}
=5.750\times10^{20}\ \mathrm{m^{-2}s^{-1}}.$$

The ion flux is $\Gamma=1.2483\times10^{21}\ \mathrm{m^{-2}s^{-1}}$, about twice as large. The two coefficients in the balance are

$$A=2(0.50)F=5.750\times10^{20}\ \mathrm{m^{-2}s^{-1}},$$

$$B=0.30\,\Gamma=3.745\times10^{20}\ \mathrm{m^{-2}s^{-1}}.$$

The equality of $A$ and $F$ comes from the choice $g\alpha=1$. The steady coverage is

$$\theta_s=\frac{5.750}{5.750+3.745}=0.606,$$

or 60.6 %. More than half the surface is covered although ions outnumber molecules, because an ion on compound opens 0.30 sites on average, while a molecule on metal converts $g\alpha=1$ site on average.

Both rates can be checked at this coverage. Formation gives $5.750\times10^{20}\times0.3944=2.268\times10^{20}$ and removal gives $3.745\times10^{20}\times0.6056=2.268\times10^{20}$, each in $\mathrm{m^{-2}s^{-1}}$.

The half-coverage pressure is

$$p_h=\frac{3.745\times10^{20}\times3.4785\times10^{-23}}{2(0.50)}
=0.0130\ \mathrm{Pa},$$

which is 0.098 mTorr. Reaching 90 % coverage takes nine times this pressure, 0.117 Pa. The relaxation time is

$$\tau=\frac{1.0\times10^{19}}{(5.750+3.745)\times10^{20}}\ \mathrm s
=10.5\ \mathrm{ms}.$$

At fixed pressure, the deviation from the steady coverage falls in this time to $1/e$, about 37 %, of its initial value. The time the chamber pressure needs to settle is not included.

For erosion, Eq. (6) gives

$$\bar Y=1.50(0.3944)+0.30(0.6056)=0.5916+0.1817=0.7733$$

metal atoms per ion, about half the clean-metal value. Compound occupies 61 % of the surface but supplies about 23 % of the removed metal. The fraction of arriving molecules that react is $0.50\times0.3944=0.197$.

The pressure series in the numerical output shows both limits. At 0.001 Pa the coverage is 0.071, while $p/p_h$ is 0.077, larger by about 8 % of the full result. At 0.5 Pa the bare fraction is 0.025, close to $p_h/p=0.026$. The mean yield there is 0.330, still above $Y_c=0.30$ because the few bare sites have a yield five times larger.

## 11. A test by single impacts

The balance was also tested by following random ion and molecule impacts on a ring of 2000 sites. Each impact acted on the site it struck, and Eq. (1) was not used. The second nitrogen atom went to the next bare site along the ring, however distant, so that $g$ stayed constant, a rule that does not mix the sites at random. The long-run mean coverage was 0.6052, against 0.6056 from Eq. (2). The difference is within the expected statistical error of about 0.001.

With one site converted per molecule, $g=1$, the simulation and the formula both gave 0.434. The same coverage appears for $g=2$ at half the pressure, 0.010 Pa, as it must, because $g$ and $p$ enter the balance as a product.

Larger rings of 200,000 sites were followed for one relaxation time. A clean start led to a coverage of 0.383 and a fully covered start to 0.751, in agreement with Eq. (4) to within 0.001. These simulations share the physical assumptions of Section 2. They test the counting and the algebra, not whether a real target satisfies those assumptions.

## 12. When the balance must be changed

Two changes show how the result responds when an assumption fails.

First, let compound also leave by a thermal process, with probability $\nu$ per unit time for each covered site. This adds a loss $n_s\nu\theta$ to Eq. (1). The steady condition is $A(1-\theta_s)=(B+n_s\nu)\theta_s$, so

$$\theta_s=\frac{A}{A+B+n_s\nu}.$$

The coverage is lower, and $n_s$ no longer cancels: at a given ion flux, the thermal loss is proportional to the number of covered sites per area, whereas the sputtering loss is proportional to the covered fraction.

Second, suppose the compound is thicker than one layer. It now helps to count all the compound in the target, not only the part at the surface. Let implanted reactive atoms form compound at the rate $I$, in sites per area and time. Reaction at the surface still adds $A(1-\theta_s)$. If reactive atoms leave only in compound sputtered from the top layer, and $Y_c$ does not depend on what lies beneath, the loss is still $B\theta_s$. When the total amount of compound is steady, $A(1-\theta_s)+I=B\theta_s$, so

$$\theta_s=\frac{A+I}{A+B}\qquad(I\le B).$$

Implantation therefore raises the coverage above Eq. (2). The formula is explicit only if $I$ is independent of $\theta_s$. If implanted atoms react at a finite rate, slower erosion gives them more time to react, so $I$ can grow with $\theta_s$, and more than one steady coverage can then exist at the same pressure. Mixing by ion impact alone does not: it moves reactive atoms between layers but supplies none. With $I=0$ the steady coverage is again that of Eq. (2), however deep the compound reaches, as long as the loss is $B\theta_s$. If part of the sputtered atoms come from below the top layer, mixed-in compound adds to the loss and lowers the coverage. Mixing does change how long the target takes to become steady, because the deeper layers must also fill or empty. A balance for each layer is needed to follow that approach.

## Numbers as computed

```
INPUTS
nitrogen partial pressure p = 0.020 Pa
gas temperature T = 300 K
molecular mass = 28 u = 4.6495e-26 kg
ion current density J = 200 A/m^2
reaction probability alpha = 0.50
compound yield Yc = 0.30 metal atoms per ion
metal yield Ym = 1.50 metal atoms per ion
site density n_s = 1.0e+19 m^-2
sites converted per molecule g = 2
STEADY STATE
sqrt(2 pi m k T) = 3.4785e-23 kg m/s
molecule flux F = 5.7496e+20 m^-2 s^-1
F by velocity quadrature = 5.7496e+20 m^-2 s^-1
ion flux J/e = 1.2483e+21 m^-2 s^-1
g alpha F = 5.7496e+20 m^-2 s^-1
(J/e) Yc = 3.7449e+20 m^-2 s^-1
steady coverage theta = 0.6056 = 60.56 %
formation rate = 2.2678e+20 m^-2 s^-1
removal rate = 2.2678e+20 m^-2 s^-1
half-coverage pressure = 0.01303 Pa = 0.0977 mTorr
pressure for 90 % coverage = 0.1172 Pa
same from numerical root = 0.1172 Pa
relaxation time tau = 10.532 ms
mean metal yield = 0.7733 atoms per ion
reacted fraction of molecules = 0.1972
IMPACT SIMULATION (formula in brackets)
coverage, g=2: 0.6052 (0.6056)
coverage, g=1: 0.4343 (0.4343)
metal atoms per ion: 0.7744 (0.7733)
reacted fraction: 0.1972 (0.1972)
coverage at tau, clean start: 0.3834 (0.3828)
coverage at tau, full start: 0.7511 (0.7507)
PRESSURE TABLE: p in Pa, coverage, metal atoms per ion
0.001  0.0713  1.4144
0.005  0.2774  1.1672
0.010  0.4343  0.9789
0.020  0.6056  0.7733
0.050  0.7933  0.5480
0.100  0.8847  0.4383
0.500  0.9746  0.3305
```
